**Longitudinal piezoresistance along [110] in a cubic crystal**

The program tests the result $\pi_L = (\pi_{11} + \pi_{12} + \pi_{44})/2$ for stress and current along [110] in the classes $m\bar{3}m$, $432$ and $\bar{4}3m$. Here $\pi_{11} = \Pi_{1111}$, $\pi_{12} = \Pi_{1122}$ and $\pi_{44} = 2\Pi_{2323}$, where $\Pi$ relates the relative resistivity change to the stress. A random tensor is averaged over the cubic rotations, and the program asserts that the average has the three-constant form and obeys the formula after rotation. It also asserts the general formula for arbitrary directions and the modified formula for the classes $23$ and $m\bar{3}$, which have four constants. A model with carriers in ⟨100⟩ and ⟨111⟩ valleys supplies a separate test: its directly computed [110] coefficient must match the one built from its response to [100] stress and to shear. The output gives $-44.821 \times 10^{-11}$ Pa⁻¹ for both. For the round values 10, −4 and 120 (in $10^{-11}$ Pa⁻¹) it gives $\pi_L = 63$ in the same unit, and a resistivity increase of 6.3 percent at 100 MPa.

## Numerical verification

```python
# Result under test: for a cubic crystal (classes m-3m, 432, -43m) the
# longitudinal piezoresistance coefficient along [110] is
#     pi_L = (pi11 + pi12 + pi44) / 2.
# Definition: (change of rho_ij) / rho0 = sum_kl Pi_ijkl * stress_kl.
# pi11 = Pi_1111, pi12 = Pi_1122, pi44 = 2 Pi_2323 (response of rho_23 to a
# shear stress_23 = stress_32). Tension is positive. rho0: unstressed resistivity.
# Coefficients are in 1e-11 / Pa unless a comment says otherwise.
import itertools
import numpy as np
from scipy.constants import k as boltzmann, e as elementary_charge

rng = np.random.default_rng(7)
UNIT = 1e-11  # 1/Pa


def rotate(tensor, axes):
    """Components of a rank-4 tensor along new axes (rows of 'axes')."""
    return np.einsum('ai,bj,ck,dl,ijkl->abcd', axes, axes, axes, axes,
                     tensor, optimize=True)


def cubic_tensor(p11, p12, p44):
    tensor = np.zeros((3, 3, 3, 3))
    for i in range(3):
        for j in range(3):
            tensor[i, i, j, j] = p11 if i == j else p12
            if i != j:
                tensor[i, j, i, j] = tensor[i, j, j, i] = p44 / 2
    return tensor


def longitudinal_110(p11, p12, p44):
    return (p11 + p12 + p44) / 2


def longitudinal_any(n, p11, p12, p44):
    a, b, c = np.asarray(n, float)**2 / np.dot(n, n)
    return p11 - 2 * (p11 - p12 - p44) * (a*b + b*c + c*a)


bar_axes = np.array([[1, 1, 0], [-1, 1, 0], [0, 0, np.sqrt(2)]]) / np.sqrt(2)
assert np.allclose(bar_axes @ bar_axes.T, np.eye(3))
assert np.isclose(np.linalg.det(bar_axes), 1)

# ---- Symmetry: average a random tensor over the rotation groups ----
group_432 = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        g = np.diag(signs) @ np.eye(3)[list(perm)]
        if np.linalg.det(g) > 0:
            group_432.append(g)
group_23 = [g for g in group_432 if np.linalg.det(np.abs(g)) > 0]
assert len(group_432) == 24 and len(group_23) == 12


def constant_count(group):
    """Number of invariant tensors symmetric in ij and in kl."""
    chi = [(np.trace(g)**2 + np.trace(g @ g)) / 2 for g in group]
    return np.mean(np.square(chi))


count_432, count_23 = constant_count(group_432), constant_count(group_23)
assert np.isclose(count_432, 3) and np.isclose(count_23, 4)

raw = rng.normal(size=(3, 3, 3, 3))
raw = raw + raw.transpose(1, 0, 2, 3)
raw = raw + raw.transpose(0, 1, 3, 2)
averaged = sum(rotate(raw, g) for g in group_432) / len(group_432)
constants = (averaged[0, 0, 0, 0], averaged[0, 0, 1, 1],
             2 * averaged[1, 2, 1, 2])
assert np.allclose(averaged, cubic_tensor(*constants), atol=1e-12)
turned = rotate(averaged, bar_axes)
assert np.isclose(turned[0, 0, 0, 0], longitudinal_110(*constants))

# Count which of the 16 contributing components take each value.
pieces = np.array([averaged[index]
                   for index in itertools.product([0, 1], repeat=4)])
targets = [constants[0], constants[1], constants[2] / 2, 0.0]
tally = [int(np.sum(np.isclose(pieces, t, atol=1e-12))) for t in targets]
assert tally == [2, 2, 4, 8]

# Any direction, and all members of the <110> family.
for n in rng.normal(size=(20, 3)):
    u = n / np.linalg.norm(n)
    direct = np.einsum('i,j,k,l,ijkl->', u, u, u, u, averaged)
    assert np.isclose(direct, longitudinal_any(n, *constants))
for n in itertools.product([-1, 0, 1], repeat=3):
    if np.dot(n, n) == 2:
        u = np.array(n) / np.sqrt(2)
        direct = np.einsum('i,j,k,l,ijkl->', u, u, u, u, averaged)
        assert np.isclose(direct, longitudinal_110(*constants))

# Classes 23 and m-3: pi12 and pi13 differ and their mean enters.
low = sum(rotate(raw, g) for g in group_23) / len(group_23)
low12, low13 = low[0, 0, 1, 1], low[0, 0, 2, 2]
assert abs(low12 - low13) > 1e-3
assert np.isclose(rotate(low, bar_axes)[0, 0, 0, 0],
                  longitudinal_110(low[0, 0, 0, 0], (low12 + low13) / 2,
                                   2 * low[1, 2, 1, 2]))

# ---- Microscopic check: carriers in <100> and <111> valleys ----
temperature = 300.0                        # K
s11, s12, s44 = 8e-12, -2e-12, 12e-12      # elastic compliances, 1/Pa
# offset (eV), dilation and uniaxial deformation potentials (eV),
# relative mobility along and across the valley axis
set_100 = (0.00, 1.0, 9.0, 1.0, 5.0)
set_111 = (0.02, -3.0, 15.0, 1.0, 12.0)
valleys = [(np.eye(3)[i], set_100) for i in range(3)]
valleys += [(np.array(v) / np.sqrt(3), set_111)
            for v in [(1, 1, 1), (-1, 1, 1), (1, -1, 1), (1, 1, -1)]]
thermal_energy = boltzmann * temperature / elementary_charge  # eV


def valley_resistivity(stress):
    normal = np.diag(stress)
    strain = s44 / 2 * (stress - np.diag(normal))
    strain = strain + np.diag((s11 - s12) * normal + s12 * normal.sum())
    weights, mobilities = [], []
    for axis, (offset, dilation, uniaxial, along, across) in valleys:
        energy = (offset + dilation * np.trace(strain)
                  + uniaxial * axis @ strain @ axis)
        weights.append(np.exp(-energy / thermal_energy))
        projector = np.outer(axis, axis)
        mobilities.append(along * projector + across * (np.eye(3) - projector))
    weights = np.array(weights) / np.sum(weights)   # fixed carrier density
    return np.linalg.inv(np.einsum('v,vij->ij', weights, np.array(mobilities)))


rho_free = valley_resistivity(np.zeros((3, 3)))
assert np.allclose(rho_free, rho_free[0, 0] * np.eye(3))


def valley_response(pattern, step=1e5):
    """Relative resistivity change per unit stress, central difference."""
    difference = (valley_resistivity(step * pattern)
                  - valley_resistivity(-step * pattern))
    return difference / (2 * step * rho_free[0, 0]) / UNIT


pull_100 = valley_response(np.diag([1.0, 0.0, 0.0]))
shear_23 = np.zeros((3, 3))
shear_23[1, 2] = shear_23[2, 1] = 1.0
model = (pull_100[0, 0], pull_100[1, 1], valley_response(shear_23)[1, 2])
assert min(abs(value) for value in model) > 1   # all three really tested
pull_110 = valley_response(np.outer(bar_axes[0], bar_axes[0]))
model_bar = bar_axes @ pull_110 @ bar_axes.T
# central-difference error is about 1e-7 relative; 1e-4 absolute is ample
assert abs(model_bar[0, 0] - longitudinal_110(*model)) < 1e-4
assert abs(model_bar[1, 1] - (model[0] + model[1] - model[2]) / 2) < 1e-4
assert abs(model_bar[2, 2] - model[1]) < 1e-4
assert abs(model_bar[0, 1]) < 1e-4

# ---- Worked example with round model parameters ----
p11, p12, p44 = 10.0, -4.0, 120.0
tension = 100e6  # Pa
example = cubic_tensor(p11, p12, p44)
stress = tension * np.outer(bar_axes[0], bar_axes[0])
change = np.einsum('ijkl,kl->ij', example, stress) * UNIT
change_bar = bar_axes @ change @ bar_axes.T
example_bar = rotate(example, bar_axes)
pi_long, pi_trans = example_bar[0, 0, 0, 0], example_bar[1, 1, 0, 0]
assert np.isclose(pi_long, longitudinal_110(p11, p12, p44))
assert np.isclose(pi_trans, (p11 + p12 - p44) / 2)
assert np.isclose(example_bar[2, 2, 0, 0], p12)
assert np.isclose(change_bar[0, 0], pi_long * UNIT * tension)
assert abs(change_bar[0, 1]) < 1e-14
diagonal = np.ones(3) / np.sqrt(3)
pi_111 = np.einsum('i,j,k,l,ijkl->', *([diagonal] * 4), example)
assert np.isclose(pi_111, (p11 + 2 * p12 + 2 * p44) / 3)

print("SYMMETRY")
print(f"constants, classes m-3m, 432, -43m: {count_432:.0f}")
print(f"constants, classes 23, m-3: {count_23:.0f}")
print("16 components: number equal to pi11, pi12, pi44/2, 0:", *tally)
print("WORKED EXAMPLE (coefficients in 1e-11 / Pa)")
print(f"pi11 = {p11:.1f}, pi12 = {p12:.1f}, pi44 = {p44:.1f}")
print(f"tensor component Pi_2323 = {example[1, 2, 1, 2]:.1f}")
print(f"tension along [110] = {tension / 1e6:.0f} MPa")
print(f"stress_11 = {stress[0, 0] / 1e6:.1f} MPa")
print(f"stress_22 = {stress[1, 1] / 1e6:.1f} MPa")
print(f"stress_12 = {stress[0, 1] / 1e6:.1f} MPa")
print("relative resistivity changes, crystal axes (no unit):")
print(f"  11: {change[0, 0]:.4f}   22: {change[1, 1]:.4f}")
print(f"  33: {change[2, 2]:.4f}   12: {change[0, 1]:.4f}")
print("relative resistivity changes, bar axes (no unit):")
print(f"  along [110]: {change_bar[0, 0]:.4f}")
print(f"  along [-110]: {change_bar[1, 1]:.4f}")
print(f"  along [001]: {change_bar[2, 2]:.4f}")
print(f"  off-diagonal size: {abs(change_bar[0, 1]):.4f}")
print(f"pi_L [110] = {pi_long:.1f}")
print(f"pi_T (stress [110], current [-110]) = {pi_trans:.1f}")
print(f"pi_L [100] = {example[0, 0, 0, 0]:.1f}")
print(f"pi_L [111] = {pi_111:.2f}")
print("VALLEY MODEL")
print(f"temperature = {temperature:.0f} K, kT = {thermal_energy:.5f} eV")
print(f"s11, s12, s44 = {s11*1e12:.0f}, {s12*1e12:.0f}, "
      f"{s44*1e12:.0f} in 1e-12 / Pa")
for name, data in (("<100>", set_100), ("<111>", set_111)):
    print(f"{name} valleys: offset {data[0]:.2f} eV, "
          f"dilation {data[1]:.0f} eV, uniaxial {data[2]:.0f} eV")
    print(f"  relative mobility along {data[3]:.0f}, across {data[4]:.0f}")
print("coefficients from [100] stress and 23 shear (1e-11 / Pa):")
print(f"  pi11 = {model[0]:.3f}, pi12 = {model[1]:.3f}, pi44 = {model[2]:.3f}")
print(f"pi_L [110], direct = {model_bar[0, 0]:.3f} (1e-11 / Pa)")
print(f"pi_L [110], formula = {longitudinal_110(*model):.3f} (1e-11 / Pa)")
print("all assertions hold")
```

Running it gives:

```
SYMMETRY
constants, classes m-3m, 432, -43m: 3
constants, classes 23, m-3: 4
16 components: number equal to pi11, pi12, pi44/2, 0: 2 2 4 8
WORKED EXAMPLE (coefficients in 1e-11 / Pa)
pi11 = 10.0, pi12 = -4.0, pi44 = 120.0
tensor component Pi_2323 = 60.0
tension along [110] = 100 MPa
stress_11 = 50.0 MPa
stress_22 = 50.0 MPa
stress_12 = 50.0 MPa
relative resistivity changes, crystal axes (no unit):
  11: 0.0030   22: 0.0030
  33: -0.0040   12: 0.0600
relative resistivity changes, bar axes (no unit):
  along [110]: 0.0630
  along [-110]: -0.0570
  along [001]: -0.0040
  off-diagonal size: 0.0000
pi_L [110] = 63.0
pi_T (stress [110], current [-110]) = -57.0
pi_L [100] = 10.0
pi_L [111] = 80.67
VALLEY MODEL
temperature = 300 K, kT = 0.02585 eV
s11, s12, s44 = 8, -2, 12 in 1e-12 / Pa
<100> valleys: offset 0.00 eV, dilation 1 eV, uniaxial 9 eV
  relative mobility along 1, across 5
<111> valleys: offset 0.02 eV, dilation -3 eV, uniaxial 15 eV
  relative mobility along 1, across 12
coefficients from [100] stress and 23 shear (1e-11 / Pa):
  pi11 = -41.450, pi12 = 11.342, pi44 = -59.534
pi_L [110], direct = -44.821 (1e-11 / Pa)
pi_L [110], formula = -44.821 (1e-11 / Pa)
all assertions hold
```
